# Exact exchange in PAW: pair densities, compensation charges and one-centre terms, part 2

The problem is to split the PAW valence exchange energy of an isolated closed-shell system into a smooth term and atomic terms. Hartree atomic units and number densities are used. The doubly occupied orbitals $\psi_n$ are orthonormal, and

$$E_x=-\sum_{nm}(\rho_{nm}|\rho_{nm}),\qquad (f|g)=\iint\frac{f^*(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

with $\rho_{nm}=\psi_n^*\psi_m$ and, for the smooth orbitals $\tilde\psi_n$, $\tilde\rho_{nm}=\tilde\psi_n^*\tilde\psi_m$.

Spheres around the nuclei $a$ do not overlap. All-electron and smooth partial waves $\phi_i^a,\tilde\phi_i^a$ agree outside them. With projectors $\tilde p_i^a$ and $P_{ni}^a=\langle\tilde p_i^a|\tilde\psi_n\rangle$, define $\psi_n^a=\sum_i\phi_i^aP_{ni}^a$, $\tilde\psi_n^a=\sum_i\tilde\phi_i^aP_{ni}^a$, $\Delta_n^a=\psi_n^a-\tilde\psi_n^a$ and $\xi_n^a=\tilde\psi_n-\tilde\psi_n^a$. Inside the sphere, $\rho_{nm}^a=\psi_n^{a*}\psi_m^a$ and $\tilde\rho_{nm}^a=\tilde\psi_n^{a*}\tilde\psi_m^a$. Exactly,

$$\rho_{nm}=\tilde\rho_{nm}+\sum_a(\rho_{nm}^a-\tilde\rho_{nm}^a)+\sum_a\left(\xi_n^{a*}\Delta_m^a+\Delta_n^{a*}\xi_m^a\right). \tag{4}$$

The last sum vanishes under completeness,

$$\tilde\psi_n=\tilde\psi_n^a\quad\text{inside sphere }a. \tag{5}$$

Otherwise a residual $\xi$ does less harm where $\Delta$ is small.

The compensation charge $Z^a=\sum_LQ_L^a\,g_L$ carries the moments $Q_L^a=\int r^lY_L(\rho^a-\tilde\rho^a)\,d^3r$. Here $L=(l,m_l)$, $Y_L$ are real orthonormal harmonics, and $g_L=g_l(r)Y_L$ is confined to the sphere with unit moment, for example $g_l\propto r^le^{-\gamma r^2}$. For waves up to $l_{\max}$, $l\le2l_{\max}$ suffices. Then $D^a=\rho^a-\tilde\rho^a-Z^a$ has no multipoles, and its potential $v_{D^a}$ vanishes outside the sphere. This follows from

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_LA_l\,\frac{r_<^l}{r_>^{l+1}}\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}'),\qquad A_l=\frac{4\pi}{2l+1},$$

where $r_<,r_>$ are the smaller and larger of $r,r'$.

With $S=\tilde\rho+\sum_aZ^a$ and $S^a=\tilde\rho^a+Z^a$, condition (5) gives

$$\int\Big(\tilde\rho_{nm}+\sum_aZ_{nm}^a\Big)d^3r=\delta_{nm}, \tag{12}$$

$$(\rho|\rho)=(S|S)+\sum_a2\,\mathrm{Re}(S|D^a)+\sum_a(D^a|D^a)+\sum_{a\ne b}(D^a|D^b), \tag{13}$$

and, with all multipoles compensated,

$$E_x=-\sum_{nm}(S_{nm}|S_{nm})-\sum_a\sum_{nm}\left[(\rho_{nm}^a|\rho_{nm}^a)-(S_{nm}^a|S_{nm}^a)\right]. \tag{14}$$

### (g) The one-centre term as an atomic table

**Question.** Show that the one-centre part needs Coulomb integrals of partial waves that do not depend on the molecule.

**Solution.** The moments are linear in the products of expansion coefficients. With

$$q_{ij}^L=\int r^lY_L\,(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,d^3r,\qquad s_{ij}=\tilde\phi_i^*\tilde\phi_j+\sum_Lq_{ij}^L\,g_L,$$

where the atom label is suppressed and the products are taken inside the sphere, the two densities are

$$\rho_{nm}^a=\sum_{ij}P_{ni}^*P_{mj}\,\phi_i^*\phi_j,\qquad S_{nm}^a=\sum_{ij}P_{ni}^*P_{mj}\,s_{ij}.$$

The left entry of the Coulomb form is conjugated, so its coefficients become $P_{ni}P_{mj}^*$. The sum over orbitals in (14) is

$$\sum_{nm}P_{ni}P_{mj}^*P_{nk}^*P_{ml}=\Gamma_{ki}\Gamma_{jl},\qquad \Gamma_{ij}=\sum_nP_{ni}^*P_{nj}.$$

The contribution of one atom to the energy is therefore

$$E_x^a=-\sum_{ijkl}\Gamma_{ki}\Gamma_{jl}\left[(\phi_i^*\phi_j|\phi_k^*\phi_l)-(s_{ij}|s_{kl})\right]. \tag{15}$$

The bracket can be computed once for an atom. The molecule enters through the small matrix $\Gamma$.

### (h) What may be changed without changing the energy

**Question.** How do the terms respond to another compensation shape, and to one-centre integrals taken over a larger radius?

**Solution.** The derivation used the moments of $g_L$ and its confinement, but not its radial form. Another admissible shape changes $S$ and $S^a$, while the right-hand side of (14) remains equal to the same $E_x$. The plane-wave term alone has no meaning independent of this choice.

For the radius, let the one-centre expansions be continued beyond the sphere. There $\phi_i=\tilde\phi_i$, so $\rho^a$ and $S^a$ both acquire the same additional density $t$, which lies outside the sphere. With $\rho^a=S^a+D^a$ the new difference is

$$(S^a+t+D^a|S^a+t+D^a)-(S^a+t|S^a+t)=2\,\mathrm{Re}(S^a|D^a)+(D^a|D^a)+2\,\mathrm{Re}(t|D^a).$$

The last term is zero because $t$ lies where $v_{D^a}=0$. The difference is unchanged, although each part changes. Neither part separately is the exchange energy of an atom in the molecule.

### (i) Evaluation and a worked example

**Question.** Give forms of the two kinds of term suitable for computation, and evaluate (14) for a model with a known exchange energy.

**Solution.** For the smooth term, place $S$ in a periodic box of volume $\Omega$ and let $S(\mathbf G)=\int_\Omega S\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. To keep periodic images from interacting, replace $1/r$ by a kernel equal to $1/r$ for $r<R$ and zero beyond. Its transform is

$$v(G)=4\pi\int_0^Rr^2\,\frac1r\,\frac{\sin Gr}{Gr}\,dr=\frac{4\pi}{G}\int_0^R\sin Gr\,dr=\frac{4\pi(1-\cos GR)}{G^2}, \tag{16}$$

with $v(0)=2\pi R^2$ from $1-\cos GR\approx G^2R^2/2$. Insert the Fourier series $\Omega^{-1}\sum_{\mathbf G}S(\mathbf G)e^{i\mathbf G\cdot\mathbf r'}$ for the periodic density. The kernel turns each wave into $v(G)e^{i\mathbf G\cdot\mathbf r}$, and integration with $S^*(\mathbf r)$ gives

$$(S|S)=\frac1\Omega\sum_{\mathbf G}v(G)\,|S(\mathbf G)|^2 . \tag{17}$$

This is the isolated result if $R$ exceeds every distance within the density and all images are farther away than $R$. For Gaussian tails both conditions can be met up to negligible charge by taking $R$ and the box large enough. The example below uses a box of $16\times16\times21$ bohr, a grid spacing of 0.25 bohr and $R=10$ bohr.

For a one-centre density $f=\sum_Lf_L(r)Y_L$, the kernel expansion of part (e) gives a double radial integral. The regions $r'<r$ and $r'>r$ contribute complex conjugates, so

$$(f|f)=\sum_L\frac{8\pi}{2l+1}\,\mathrm{Re}\int_0^{r_c}dr\,r^{1-l}f_L^*(r)\int_0^rdr'\,r'^{\,l+2}f_L(r'), \tag{18}$$

where $r_c$ is the sphere radius and $r^{1-l}=r^2/r^{l+1}$.

The model has two equal atoms on the $z$ axis, 5 bohr apart, with $r_c=1.7$ bohr. Each has one $s$ and three $p$ waves. The smooth waves are normalized Gaussians with exponent 0.8 bohr$^{-2}$. The all-electron waves add normalized narrow Gaussians of the same symmetry: exponent 16 with weight 0.35 for $s$, and exponent 12 with weight 0.30 for $p$. Before orthonormalization the three orbitals have these coefficients for $(s,p_x,p_y,p_z)$:

- orbital 1: $(1,0,0,0.3)$ on atom 1 and $(1,0,0,-0.3)$ on atom 2;
- orbital 2: $(1,0,0,-0.2+0.3i)$ and $(-0.8,0,0,0.1)$;
- orbital 3: $(0,1,i,0)$ and $(0,0.7,0.7i,0.2)$.

If $O$ is their all-electron overlap matrix, multiplying the coefficient matrix by $O^{-1/2}$ makes them orthonormal, since $O^{-1/2}OO^{-1/2}=1$. The projectors are taken as dual to the waves of their own atom and blind to the tails from the other atom, so the coefficients are the $P_{ni}^a$. At 5 bohr the neglected tails are very small.

With compensation exponent $\gamma=6$ bohr$^{-2}$ the terms of (14), signs included, are in hartree:

- plane-wave term: $-3.026299$;
- atom 1: $-1.845092+1.664543=-0.180549$;
- atom 2: $-1.267856+1.135307=-0.132549$.

Their sum is

$$E_x=-3.026299-0.180549-0.132549=-3.339397\ \text{hartree}=-90.870\ \text{eV}.$$

The reference is computed from the full orbitals with analytic Gaussian integrals and uses no spheres. It differs by $9\times10^{-8}$ hartree. This remainder is systematic. About $-1.1\times10^{-7}$ hartree comes from the tail of the Gaussian compensation charge beyond $r_c$, which the one-centre integrals cut off, and about $+2\times10^{-8}$ from the neglected tails of the smooth waves, discussed in part (j). With the one-centre integrals extended to 3.0 bohr only the second part is left. The integrals (12) hold to $5\times10^{-9}$.

With $\gamma=5.5$ bohr$^{-2}$ the plane-wave term moves to $-3.004778$ hartree, a change of 0.0215, while the total changes by about $3\times10^{-7}$, because the broader Gaussian leaks further beyond the sphere. Extending the one-centre integrals from 1.7 to 3.0 bohr moves their all-electron part from $-3.1129$ to $-3.2175$ hartree; the one-centre sum stays at $-0.313098$. Both invariances of part (h) are visible.

The smooth term also converges quickly. The part of it from $G>4$ bohr$^{-1}$ on this grid is $-0.055$ hartree, from $G>8$ it is $-3.6\times10^{-4}$, and from $G>12$ it is $-6\times10^{-7}$. These values depend on the grid and the truncated kernel; with the full kernel $4\pi/G^2$ and continuous $\mathbf G$ they are $-0.051$, $-4.1\times10^{-4}$ and $-5\times10^{-7}$. A Gaussian $e^{-\alpha r^2}$ has a transform proportional to $e^{-G^2/4\alpha}$. The sharpest Gaussian in $S$ has $\alpha=6$, whereas the all-electron pair densities contain $\alpha=2\times16=32$. Equal damping would need $G$ larger by $\sqrt{32/6}\approx2.3$, and about $2.3^3\approx12$ times as many plane waves. This estimate compares the exponents alone and ignores the weights of the Gaussians, so it gives the order of the saving, about a factor of ten.

### (j) How the separation fails

**Question.** What error results from omitted multipoles, and what from incomplete partial waves?

**Solution.** Suppose first that (5) holds but some moments are left out of $Z^a$. The decomposition $\rho=S+\sum_aD^a$ remains true, since it merely adds and subtracts $Z^a$. Equation (13) is therefore still valid, but its long-range terms no longer vanish. Subtracting the terms kept in (14) gives

$$E_x^{\mathrm{PAW}}-E_x=\sum_{nm}\Big[\sum_a2\,\mathrm{Re}(S-S^a|D^a)+\sum_{a\ne b}(D^a|D^b)\Big]_{nm}. \tag{19}$$

The prefactor is $+1$ because the exchange energy is minus the Coulomb form and the bracket holds the terms that (14) leaves out. The bracket itself has no fixed sign. Within sphere $a$, $S-S^a$ vanishes, so the first term is the interaction of the leftover moments of $D^a$ with smooth charge outside the sphere. The second is their interaction with leftover moments of other atoms.

In the model at 5 bohr, the errors relative to the analytic energy are:

- no compensation: $5.7\times10^{-2}$ hartree, or 1.7 per cent of $|E_x|$;
- $l=0$ alone: $1.2\times10^{-3}$ hartree;
- $l=0$ and $1$: $1.7\times10^{-5}$ hartree;
- $l=0,1,2$: $9\times10^{-8}$ hartree in magnitude, which comes mainly from the Gaussian tail of $Z^a$ beyond the sphere and not from omitted moments.

Charge neutrality of the remainder thus removes most of the error in this model, but the dipoles and quadrupoles are needed for the full separation. These errors hold for one-centre integrals taken to 1.7 bohr. With moments omitted, $v_{D^a}$ is not zero outside the sphere and the invariance of part (h) is lost: at 3.0 bohr the first three errors become $3.8\times10^{-2}$, $1.2\times10^{-4}$ and $-9.4\times10^{-6}$ hartree.

Now let all moments be included but the expansion be incomplete. Two things go wrong, both of first order in the residual $\xi_n^a=\tilde\psi_n-\tilde\psi_n^a$. The pair density lacks the cross terms $\xi_n^{a*}\Delta_m^a+\Delta_n^{a*}\xi_m^a$ of (4). Also, inside the sphere the smooth densities no longer agree:

$$S_{nm}-S_{nm}^a=\tilde\psi_n^{a*}\xi_m^a+\xi_n^{a*}\tilde\psi_m^a+\xi_n^{a*}\xi_m^a .$$

This difference meets the non-zero potential of $D^a$ there. No choice of compensation charge restores the missing cross terms, so vanishing multipoles alone do not make (14) exact.

The model shows this when the atoms approach. The tail of a smooth wave from one atom then enters the other sphere, where the chosen projectors do not register it. The error is $1.1\times10^{-5}$ hartree at 4.0 bohr and $1.7\times10^{-4}$ at 3.5 bohr. The spheres still do not overlap, since $2\times1.7=3.4$ bohr, and all moments up to $l=2$ are compensated.

The growth is of the expected size. At the other nucleus the tail of an $s$ wave scales as $e^{-0.8d^2}$, where $d$ is the distance in bohr; that of a $p_z$ wave carries a further factor $d$, and those of $p_x$ and $p_y$ vanish there. From 4.0 to 3.5 bohr the $s$ tail rises by $e^{0.8(16-12.25)}=e^{3}\approx20$ and the $p_z$ tail by $20\times3.5/4\approx18$, while the error rises by about 15. The comparison checks the order of magnitude only. The tail is integrated against functions of finite width, and completing the square shows that the integral of $e^{-0.8|\mathbf r-\mathbf d|^2}e^{-\beta r^2}$ is proportional to $e^{-0.8\beta d^2/(0.8+\beta)}$. Over the same range this grows more slowly, by about 17 for $\beta=16$ and about 14 for $\beta=6$. The orbital coefficients also change with distance. With projectors blind to it, $\xi$ is the whole tail. Projectors that are dual to the same waves but register the tail assign part of it to those waves. By the remark at the end of part (b), this can lower the error if it makes $\xi$ smaller near the nucleus, where $\Delta$ is concentrated. The tail is largest in the outer part of the sphere, however, so a fit weighted toward that part, or even an unweighted fit over the whole sphere, can increase $\xi$ near the nucleus and raise the error. The part of the tail that the $s$ and $p$ waves cannot represent is reduced by further partial waves and vanishes in the limit of a complete set. Additional compensation moments do not change $\xi$, and those with $l>2$ are zero here.

## Numbers as computed

```
distance 5.0 bohr, sphere radius 1.7 bohr
broad exponent 0.8, narrow s, p (16.0, 12.0) bohr^-2
weights of narrow s, p parts (0.35, 0.3)
compensation exponent 6.0 bohr^-2
grid (64, 64, 84), spacing 0.25 bohr
Coulomb truncation radius 10.0 bohr
raw coefficients (s,px,py,pz atom 1; same atom 2):
 orbital 1: 1.0+0.0j 0.0+0.0j 0.0+0.0j 0.3+0.0j 1.0+0.0j 0.0+0.0j 0.0+0.0j -0.3+0.0j
 orbital 2: 1.0+0.0j 0.0+0.0j 0.0+0.0j -0.2+0.3j -0.8+0.0j 0.0+0.0j 0.0+0.0j 0.1+0.0j
 orbital 3: 0.0+0.0j 1.0+0.0j 0.0+1.0j 0.0+0.0j 0.0+0.0j 0.7+0.0j 0.0+0.7j 0.2+0.0j
plane-wave term              -3.0262992 hartree
atom 1 all-electron one-centre -1.8450921 hartree
atom 1 smooth one-centre       -1.6645431 hartree
atom 1 difference              -0.1805490 hartree
atom 2 all-electron one-centre -1.2678555 hartree
atom 2 smooth one-centre       -1.1353067 hartree
atom 2 difference              -0.1325487 hartree
PAW exchange energy          -3.3393969 hartree
analytic exchange energy     -3.3393969 hartree
PAW exchange energy          -90.8696 eV
PAW minus analytic           -9.1e-08 hartree
largest |integral S_nm - delta_nm|  4.9e-09
pair 11, atom 1: compensation charge 0.11079 e
potential 2 bohr from atom 1, uncompensated 0.057319 hartree/e
potential 2 bohr from atom 1, remainder 1.1e-08 hartree/e
error, compensated moments l=0,1: 1.733e-05 hartree
error, compensated moments l=0: 1.207e-03 hartree
error, compensated moments none: 5.677e-02 hartree
compensation exponent 5.5: plane-wave term -3.0047776 hartree
compensation exponent 5.5: total -3.3393973 hartree
one-centre sum, radius 1.7 bohr: -0.3130978 hartree
one-centre sum, radius 3.0 bohr: -0.3130977 hartree
all-electron part alone, 1.7 bohr: -3.112948 hartree
all-electron part alone, 3.0 bohr: -3.217538 hartree
plane-wave term beyond G = 4 bohr^-1: -5.49e-02 hartree
plane-wave term beyond G = 8 bohr^-1: -3.56e-04 hartree
plane-wave term beyond G = 12 bohr^-1: -5.68e-07 hartree
distance 4.0 bohr: PAW minus analytic 1.14e-05 hartree
distance 3.5 bohr: PAW minus analytic 1.66e-04 hartree
```
